# The Stoner criterion from the spin dielectric operator, at zero and finite wavevector

## A fact to explain

Take the half-filled square-lattice Hubbard model in mean field, with hopping $t=1$, interaction $U=3t$, temperature $T=0.3t$ (with $k_B=1$) and $12\times12$ sites. The density of states per spin, averaged around the Fermi level with the thermal weight $-f'$ at this temperature, is $N=0.2129/t$ per site. The Stoner parameter of this model is $I=U$, as shown below, so

$$IN=3\times0.2129=0.639<1 .$$

The Stoner criterion thus reports no ferromagnetic instability. Start the self-consistency cycle near the nonmagnetic state, with linear mixing $\alpha=0.5$. A small uniform magnetization indeed shrinks by the factor 0.819 per step. A small staggered magnetization grows by the factor 1.128 per step, and the cycle ends at a moment of 0.494 per site.

Both factors come from one operator. In this model, with one orbital per cell, the Stoner criterion is the sign of one of its eigenvalues.

## Setting and conventions

Consider collinear spin-density-functional theory, or a mean-field model of the same form. Let $\sigma=\pm1$ for up and down, and

$$n=n_\uparrow+n_\downarrow,\qquad m=n_\uparrow-n_\downarrow,\qquad v_\sigma=v+\sigma b .$$

The reference state is self-consistent and nonmagnetic, $m=0$. Both spins share one chemical potential $\mu$, and $f$ is the Fermi function. The functional is assumed twice differentiable at $m=0$.

**Response.** The one-electron density matrix $\rho=f(H)$ commutes with $H$. To first order in a perturbation $V$, $[H_0,\delta\rho]+[V,\rho_0]=0$. Between eigenstates $i,j$ of $H_0$ this reads $(\varepsilon_i-\varepsilon_j)\delta\rho_{ij}+V_{ij}(f_j-f_i)=0$, so

$$\delta\rho_{ij}=-w_{ij}V_{ij},\qquad w_{ij}=-\frac{f_i-f_j}{\varepsilon_i-\varepsilon_j}\ge0 .$$

For equal energies $w_{ij}=-f'(\varepsilon_i)$, by continuity. The sign holds because $f$ decreases.

**Decoupling.** In the nonmagnetic state both spins have the same response operator $X$, defined at fixed $\mu$, so $\delta n_\sigma=X(\delta v+\sigma\,\delta b)$. Adding and subtracting,

$$\delta n=\chi_0\,\delta v,\qquad \delta m=\chi_0\,\delta b,\qquad \chi_0=2X .$$

A spin field changes the two electron numbers by opposite amounts, so $\mu$ does not move at first order. The operator $-\chi_0$ is positive semidefinite, since $\langle b|{-\chi_0}|b\rangle=2\sum_{ij}w_{ij}|b_{ij}|^2\ge0$.

**Interaction.** Since $\partial n/\partial n_\sigma=1$ and $\partial m/\partial n_\sigma=\sigma$, the exchange-correlation potential is $\delta E_{xc}/\delta n+\sigma\,\delta E_{xc}/\delta m$. Its spin part is $b=\delta E_{xc}/\delta m$. The Hartree energy contains only $n$. Because $E_{xc}$ is even in $m$, its mixed $n$–$m$ derivative vanishes at $m=0$. Hence

$$\delta b=K\,\delta m,\qquad K=\frac{\delta^2E_{xc}}{\delta m^2}\bigg|_{m=0}.$$

## The operator that governs the SCF cycle

An input $\delta m$ produces the field $K\delta m$, and this field produces the output $\chi_0K\delta m$. The residual, output minus input, is therefore $-\epsilon_s\,\delta m$ with the spin dielectric operator

$$\boxed{\epsilon_s=1-\chi_0K}$$

Linear mixing adds $\alpha$ times the residual to the input. The error $e_k$ after $k$ steps obeys

$$e_{k+1}=(1-\alpha\,\epsilon_s)\,e_k .$$

Along an eigenvector with eigenvalue $\epsilon$ the factor is $1-\alpha\epsilon$. If $\epsilon<0$ it equals $1+\alpha|\epsilon|>1$ for every $\alpha>0$, so reducing the mixing parameter slows the growth but cannot stop it. If $\epsilon$ is small and positive, reducing the error by a factor $e$ takes about $1/(\alpha\epsilon)$ steps: the cycle slows down near the transition.

This growth is a property of linear mixing. A Newton step adds $\epsilon_s^{-1}$ times the residual, and the new error is $e-\epsilon_s^{-1}\epsilon_s e=0$ at linear order, whatever the sign of $\epsilon$. Such a mixer can converge to an unstable nonmagnetic state. So can any calculation started with exactly $m=0$, where symmetry keeps $b=0$.

## Why a negative eigenvalue means an unstable state

Let $F[v,b]$ be the free energy of independent electrons in given fields. Then $\delta F/\delta b=m$. The Legendre transform $A_s[n,m]=F-\int vn-\int bm$ has $\delta A_s/\delta m=-b$, and differentiating again gives $-\delta b/\delta m=-\chi_0^{-1}$. Adding the interaction, the curvature of the total free energy with respect to $m$ is

$$C=-\chi_0^{-1}+K=(-\chi_0)^{-1}(1-\chi_0K)=(-\chi_0)^{-1}\epsilon_s .$$

In a finite basis, restrict to the space where $-\chi_0$ is positive and set $S=(-\chi_0)^{1/2}$. Then $\epsilon_s=1+S^2K$, and

$$S^{-1}\epsilon_sS=1+SKS,\qquad C=S^{-1}(1+SKS)S^{-1}.$$

The first relation shows that $\epsilon_s$ has the eigenvalues of a symmetric operator, so they are real. The second is a congruence, which preserves the number of negative eigenvalues. Thus $\epsilon_s$ has as many negative eigenvalues as there are independent directions in which the free energy falls. Directions without response contribute the eigenvalue 1. If $K$ is negative semidefinite, as in the examples here, every eigenvalue of $\epsilon_s$ is at most 1.

## Uniform magnetization: the Stoner criterion

In a homogeneous system, or a lattice with one orbital per cell, translational symmetry makes plane waves eigenvectors. A field of wavevector $q$ couples $k$ to $k+q$, so

$$\chi_0(q)=-2\Pi(q),\qquad \Pi(q)=\left\langle-\frac{f_k-f_{k+q}}{\varepsilon_k-\varepsilon_{k+q}}\right\rangle .$$

The bracket is $\int d^3k/(2\pi)^3$ in the electron gas and the average over the Brillouin zone, per site, on the lattice.

The Stoner parameter $I$ is defined by the exchange splitting $v_\downarrow-v_\uparrow=Im$. The left side is $-2b=-2Km$, so $I=-2K$. Then $\chi_0K=(-2\Pi)(-I/2)=I\Pi$, and

$$\boxed{\epsilon_s(q)=1-I(q)\,\Pi(q)}$$

For $q\to0$ the difference quotient becomes a derivative:

$$\Pi(0)=\langle-f'(\varepsilon_k)\rangle=\int N(\varepsilon)\,[-f'(\varepsilon)]\,d\varepsilon\equiv N .$$

If $N(\varepsilon)$ is smooth at $E_F$, this tends at low temperature to $N(E_F)$, the density of states **per spin**; the lattice numbers in this text use the thermal average itself. Therefore

$$\epsilon_s(0)=1-I\,N(E_F),$$

which crosses zero at $IN(E_F)=1$ and is negative above it. If $N$ counts both spins, the condition is $IN/2>1$.

The same result follows from level shifts. A splitting $Im$ lowers the up levels by $Im/2$ and raises the down levels equally. Each spin density changes by $N\,Im/2$ in magnitude, so the output magnetization is $IN\,m$. It exceeds the input when $IN>1$.

A strictly uniform field mixes no states and acts through the occupations alone. Three consequences follow:

- If the two electron numbers are held fixed separately, the uniform response vanishes and this mode has $\epsilon=1$. The instability is then hidden.
- In a gapped system at $T=0$, $\Pi(0)=0$.
- In a finite calculation $N$ depends on k-points and smearing. Here it is $0.2129/t$ for the $12\times12$ mesh and $0.2083/t$ for $400\times400$.

For the Hubbard model, $Un_\uparrow n_\downarrow=U(n^2-m^2)/4$. The spin part $-Um^2/4$ gives $K=-U/2$ and hence $I=U$. A one-site cell admits only the uniform mode, which isolates the threshold. Started from a moment of 0.1, it converges to zero at $IN=0.98$ and to a moment of 0.102 at $IN=1.02$.

## Finite wavevector: the lattice example

As the interaction increases, the first instability occurs at the $q$ where $I(q)\Pi(q)$ is largest. With $I=U$ this is the maximum of $\Pi(q)$, and the critical interaction of each mode is $1/\Pi(q)$.

| $q$ | $\Pi$ ($1/t$) | $\epsilon_s$ at $U=3t$ | critical $U/t$ |
|---|---|---|---|
| $(0,0)$ | 0.213 | 0.361 | 4.70 |
| $(\pi/2,\pi/2)$ | 0.247 | 0.260 | 4.06 |
| $(\pi,0)$ | 0.189 | 0.434 | 5.30 |
| $(\pi,\pi)$ | 0.418 | −0.255 | 2.39 |

The opening factors follow: $1-0.5\times0.361=0.819$ for the uniform mode and $1+0.5\times0.255=1.128$ for the staggered one. The free-energy curvature per site is $\epsilon_s/(2\Pi)$. It is $0.361/0.426=0.85\,t$ for the uniform mode and $-0.255/0.837=-0.305\,t$ for the staggered one. The program obtains the same values by evaluating the free energy in small fields. The converged staggered state lies $0.0204\,t$ per site below the nonmagnetic one.

**Why $Q=(\pi,\pi)$ wins.** At half filling $\mu=0$, and nearest-neighbour hopping gives $\varepsilon_{k+Q}=-\varepsilon_k$. Put $g=-f'$, which is even in $\varepsilon$ and decreases with $|\varepsilon|$. The weight $w$ of a pair of states is the mean of $g$ over the interval between their energies. Define the decreasing function

$$A(x)=\frac1x\int_0^xg(\varepsilon)\,d\varepsilon=\frac{\tanh(x/2T)}{2x}.$$

Let the two energies have magnitudes $a\ge c$, so that $A(a)\le A(c)$.

If their signs are opposite, $w=[aA(a)+cA(c)]/(a+c)$, and

$$\frac{A(a)+A(c)}2-w=\frac{(a-c)\,[A(c)-A(a)]}{2(a+c)}\ge0 .$$

If their signs are equal, $w$ is the mean of $g$ over $[c,a]$. This is at most the mean over $[0,a]$, because $g$ decreases. So $w\le A(a)\le[A(a)+A(c)]/2$.

In both cases $w\le[A(a)+A(c)]/2$. Averaging over $k$, where $k$ and $k+q$ cover the same zone, gives

$$\Pi(q)\le\langle A(|\varepsilon_k|)\rangle=\Pi(Q).$$

The last equality holds because at $Q$ the interval runs from $-|\varepsilon_k|$ to $|\varepsilon_k|$, over which the mean of $g$ is $A(|\varepsilon_k|)$. This is the effect of nesting. The proof needs both half filling and $\varepsilon_{k+Q}=-\varepsilon_k$; away from them the maximum must be found by computing $\Pi(q)$.

A simulation cell can show an instability only if it can hold the corresponding wave. The one-site cell misses the staggered state altogether.

## Finite wavevector: the electron gas

In Hartree atomic units $\varepsilon_k=k^2/2$. At $T=0$, substitute $k\to-k-q$ in the term with $f_{k+q}$. It becomes equal to the term with $f_k$, so with principal values

$$\chi_0(q)=4\,\mathrm P\!\!\int\!\frac{d^3k}{(2\pi)^3}\frac{f_k}{\varepsilon_k-\varepsilon_{k+q}},\qquad \varepsilon_k-\varepsilon_{k+q}=-q\left(k_z+\frac q2\right),$$

with $z$ along $q$. At fixed $k_z$ the Fermi sphere has cross-section $\pi(k_F^2-k_z^2)$. Set $k_z=k_Fs$ and $u=q/2k_F$:

$$\chi_0(q)=-\frac{k_F^2}{2\pi^2q}\,\mathrm P\!\!\int_{-1}^1\frac{1-s^2}{s+u}\,ds .$$

Writing $1-s^2=(1-u^2)+(u-s)(u+s)$, the integral is $(1-u^2)\ln\left|\frac{1+u}{1-u}\right|+2u$. With $q=2k_Fu$,

$$\chi_0(q)=-\frac{k_F}{\pi^2}L(u),\qquad L(u)=\frac12+\frac{1-u^2}{4u}\ln\left|\frac{1+u}{1-u}\right| .$$

Since $L(0)=1$, $N=k_F/2\pi^2$ and $\Pi(q)=N\,L(q/2k_F)$. Expanding the logarithm gives

$$L=1-\sum_{j\ge1}\frac{u^{2j}}{4j^2-1}\ (u<1),\qquad L=\sum_{j\ge1}\frac{u^{-2j}}{4j^2-1}\ (u>1).$$

Both forms decrease with $u$. If $I$ does not depend on $q$, as in a local functional, the gas becomes unstable first at $q=0$.

For local spin-density exchange, with $\zeta=m/n$, the energy per volume is

$$e_x=-\frac34\left(\frac3\pi\right)^{1/3}n^{4/3}\,\frac{(1+\zeta)^{4/3}+(1-\zeta)^{4/3}}2 .$$

The last fraction is $1+\frac29\zeta^2+\dots$, so two derivatives with respect to $m=n\zeta$ give $K=-\frac13(3/\pi)^{1/3}n^{-2/3}$. Inserting $n=k_F^3/3\pi^2$ and using $(3/\pi)^{1/3}(3\pi^2)^{2/3}=3\pi$,

$$K=-\frac{\pi}{k_F^2},\qquad I=\frac{2\pi}{k_F^2},\qquad IN=\frac1{\pi k_F}.$$

With $k_F=(9\pi/4)^{1/3}/r_s$, the linear threshold is $r_s=\pi(9\pi/4)^{1/3}=6.03$ bohr. At $r_s=8$ bohr, $IN=1.327$ and $\epsilon_s(0)=-0.327$. At $q=2k_F$, where $L=1/2$, $\epsilon_s=1-0.663=0.337$. The sign changes at $q=0.792\times2k_F=0.380\ \mathrm{bohr}^{-1}$, and all longer waves are unstable.

This threshold belongs to exchange-only local theory. Adding PW92 correlation lowers $IN$ at $r_s=6.03$ bohr from 1 to 0.46, so there the uniform mode is stable.

## Crystals with structure inside the cell

In a general crystal $\chi_0$ is a matrix within each Bloch-$q$ block. The state is unstable when the largest eigenvalue $\lambda_{\max}$ of $\chi_0K$ in some block exceeds 1. At $q=0$ the uniform magnetization is generally not an eigenvector, and the Stoner product becomes a bound.

A uniform field $b$ shifts the levels rigidly by $\sigma b$, so $\delta m(r)=-2b\,D(r)$. Here $D(r)=\sum_i[-f'(\varepsilon_i)]\,|\varphi_i(r)|^2$ is the local density of states per spin, and $\int D=N$ per cell. In operator form, $S^2|1\rangle=2|D\rangle$.

The eigenvalues of $\chi_0K$ are those of the symmetric operator $-SKS$. Its largest eigenvalue is at least its Rayleigh quotient for any trial vector. With $S|1\rangle$,

$$\lambda_{\max}\ge\frac{\langle1|S^2(-K)S^2|1\rangle}{\langle1|S^2|1\rangle}=\frac{4\langle D|{-K}|D\rangle}{2N}=IN,\qquad I=2\langle\gamma|{-K}|\gamma\rangle,\quad \gamma=\frac DN .$$

For a local kernel $I=2\int\gamma^2|K|$. So $IN>1$ is sufficient for instability, but $IN<1$ does not establish stability, even against modes with the periodicity of the cell.

A chain with two sites per cell shows the difference. It has 40 cells and nearest-neighbour hopping $t$. The site energies of the self-consistent nonmagnetic Hamiltonian, with the mean-field shifts $U_in_i/2$ already included, are $\mp t$ for A and B, there is one electron per cell, $T=0.1t$, and $U_A=2U_B=2.530t$, chosen so that 1 falls between the two numbers being compared. With $K_i=-U_i/2$, $I=\sum_iU_i\gamma_i^2$. The computed values $D_A=0.4608/t$ and $D_B=0.1221/t$ give $N=0.5829/t$ and

$$IN=\frac{2.530\times0.4608^2+1.265\times0.1221^2}{0.5829}=0.954 .$$

Yet in the $q=0$ block $\lambda_{\max}=1.048$, so $\epsilon_s=-0.048$ and the nonmagnetic state is unstable against a mode with the periodicity of the cell. This mode has $m_B/m_A=0.13$, whereas the uniform-field response has $D_B/D_A=0.265$: it is more concentrated on the strongly interacting site. It is not the leading instability of this chain. The lower band is half filled and nests at the wave with a period of two cells, where the largest eigenvalue of $\chi_0K$ is 2.33.

## What the criterion does not decide

The sign of $\epsilon_s$ concerns small deviations. A magnetic state with a large moment may have the lower free energy while every eigenvalue is still positive; the transition is then discontinuous and occurs before the linear threshold. The electron gas with local spin-density exchange at $T=0$ is an example. Per electron, the nonmagnetic gas has kinetic energy $\frac3{10}k_F^2$ and exchange energy $-3k_F/4\pi$. Full polarization multiplies the first by $2^{2/3}$ and the second by $2^{1/3}$. The two total energies are equal at $k_F=5/[2\pi(1+2^{1/3})]$, that is, at $r_s=5.45$ bohr. Beyond this value the polarized gas is lower, although with the local kernel the nonmagnetic gas remains stable against small deviations up to 6.03 bohr. That stability rests on $I$ being independent of $q$. It does not carry over to exact (Hartree–Fock) exchange, which gives the same energies for uniform polarization but is nonlocal, so that spin-density waves of finite wavevector can become unstable earlier. The criterion also inherits the errors of the functional or mean-field model that supplies $K$, as the effect of correlation in the electron gas shows. The numerical check compares the formulas with finite-difference SCF responses, free energies and direct integration.

## Calculated quantities

```
Doped 8x8 lattice: t2 = 0.3 t, 0.7 electrons/site, T = 0.3 t, U = 3.0 t
  lowest, highest spin eigenvalue: 0.15098, 0.29772
  lowest, highest charge eigenvalue: 1.00000, 1.84902
  largest spin-eigenvalue deviation from formula: 4.0e-08
Half-filled 12x12 lattice, T = 0.3 t, U = 3.0 t; Pi in 1/t per site
  q=(0,0): Pi=0.2129, eps_s=0.3612, critical U=4.696 t, Pi(400x400 mesh)=0.2083
  q=(pi/2,pi/2): Pi=0.2466, eps_s=0.2602, critical U=4.055 t, Pi(400x400 mesh)=0.2456
  q=(pi,0): Pi=0.1888, eps_s=0.4337, critical U=5.298 t, Pi(400x400 mesh)=0.1869
  q=(pi,pi): Pi=0.4184, eps_s=-0.2553, critical U=2.390 t, Pi(400x400 mesh)=0.4177
Linear mixing with alpha = 0.5, and free-energy curvature (t per site)
  uniform: factor measured 0.81940, predicted 0.81940; curvature 0.8482
  staggered: factor measured 1.12767, predicted 1.12767; curvature -0.3051
  converged staggered moment 0.4941 per site after 117 iterations
  free energy relative to nonmagnetic state: -0.02040 t per site
One-site cell, uniform magnetization only (same k points)
  I N = 0.98: U = 4.6024 t, converged moment = 0.0000
  I N = 1.02: U = 4.7902 t, converged moment = 0.1023
Chain: site energies -1, +1 t; 40 cells; 1 electron/cell; T = 0.1 t
  U_A, U_B = 2.5298, 1.2649 t
  local DOS per spin A, B = 0.4608, 0.1221 1/t
  N = 0.5829 1/t per cell, I = 1.6364 t
  I N = 0.9539, true largest eigenvalue of chi0 K = 1.0483
  lowest eps_s in q=0 block = -0.0483
  unstable magnetization A, B (largest set to 1) = 1.0000, 0.1314
Electron gas (Hartree atomic units)
  r_s=2 bohr: k_F=0.9596 1/bohr, N=0.04861 1/(hartree bohr^3), I=6.824 hartree bohr^3
    I N exchange only=0.3317, with PW92 correlation=0.2305
  r_s=5 bohr: k_F=0.3838 1/bohr, N=0.01945 1/(hartree bohr^3), I=42.648 hartree bohr^3
    I N exchange only=0.8293, with PW92 correlation=0.4198
  r_s=8 bohr: k_F=0.2399 1/bohr, N=0.01215 1/(hartree bohr^3), I=109.179 hartree bohr^3
    I N exchange only=1.3269, with PW92 correlation=0.5336
  exchange-only critical r_s = 6.029 bohr
  I N there with PW92 correlation = 0.4645
  q/(2 k_F)=0.3: chi0(q)/chi0(0)=0.96944
  q/(2 k_F)=0.8: chi0(q)/chi0(0)=0.74719
  q/(2 k_F)=1.5: chi0(q)/chi0(0)=0.16470
  r_s=8, exchange only: eps_s(0)=-0.3269, eps_s(2k_F)=0.3366
  unstable for q below 0.7916 x 2k_F = 0.3798 1/bohr
```
